Drachman's global form of the contact density in Coulomb systems

Q: The leading relativistic corrections to atomic energies contain expectation values of δ(r). That is the squared wavefunction at contact, integrated over the remaining coordinates. You have the wavefunction, so why not evaluate it there?

A: For an exact eigenfunction that is all there is to do. A variational function, however, is chosen to lower an energy, which is an integral over all space. A small region around a coalescence point carries little weight in that integral, so the function can be poor there while the energy is good. I would like an expression for the same quantity that collects information from everywhere.

Q: A delta function knows about one point. How can an integral over all space replace it?

A: Because δ is the source of the Coulomb potential. Take r = |r| in three dimensions and a function f(r) that is continuous, twice differentiable away from the origin, and has a bounded gradient near it. A cusp at the origin is allowed. Let f and r ∂f/∂r vanish at infinity, so that no surface term arises there. Cut out a ball of radius ε. Outside it ∇²(1/r) = 0, so Green's identity gives

∫_{r>ε} (1/r) ∇²f d³r = −∮ [(1/r) ∂f/∂r − f ∂(1/r)/∂r] ε² dΩ.

The leading minus sign is there because the outward normal of the outer region points towards the origin. On the sphere 1/r = 1/ε and ∂(1/r)/∂r = −1/ε², so the right side is

−∮ [ε ∂f/∂r + f] dΩ.

As ε → 0 the first term vanishes, since ∂f/∂r is bounded, and the second tends to −4πf(0). Therefore

∫ (1/r) ∇²f d³r = −4π f(0).   (1)

This is the statement ∇²(1/r) = −4πδ(r), with the Laplacian moved onto f. Near the origin a cusp gives ∇²f ~ 1/r, and the integrand 1/r² is integrable in three dimensions, so the ball omitted on the left costs nothing in the limit.

Q: You have traded a value at a point for a second derivative. For an approximate function that looks worse.

A: Used as it stands, (1) is an identity: applied to the square of an approximate function with its own second derivatives, it returns exactly that function's value at the point, and nothing is gained or lost. Something new appears when the Schrödinger equation is used to replace the second derivative. Start with one electron, in atomic units, which I use throughout: ħ, the electron mass and the elementary charge are 1, energies are in hartree and lengths in a₀. Let ψ be a normalized bound state of −½∇² + V, with V a real multiplicative potential, smooth away from the origin and no more singular there than a Coulomb pole, so that |ψ|² meets the conditions of (1). Then

∇²ψ = −2(E − V)ψ.

Put f = |ψ|² = ψ*ψ. The product rule gives

∇²|ψ|² = ψ*∇²ψ + ψ∇²ψ* + 2|∇ψ|² = −4(E − V)|ψ|² + 2|∇ψ|².

Multiply by 1/r, integrate, and use (1) on the left:

−4π|ψ(0)|² = −4⟨(E − V)/r⟩ + 2∫ |∇ψ|²/r d³r.

Division by −2 gives

2π⟨δ(r)⟩ = 2⟨(E − V)/r⟩ − ∫ |∇ψ|²/r d³r.   (2)

Only first derivatives are left.

Q: Check the factors on something I can do by hand.

A: Take hydrogen 1s, with |ψ|² = e^(−2r)/π, E = −1/2 and V = −1/r. The averages are

⟨1/r⟩ = 4∫₀^∞ r e^(−2r) dr = 1,
⟨1/r²⟩ = 4∫₀^∞ e^(−2r) dr = 2.

Since |∇ψ|² = |ψ|², the gradient term is ⟨1/r⟩ = 1. The right side of (2) is

2(−½·1 + 2) − 1 = 2,

so ⟨δ(r)⟩ = 1/π, which is |ψ(0)|².

Q: An s state has something at the nucleus to find. A p state has density zero there, yet your integrals do not vanish.

A: They have to cancel. For 2p the radial function is R = r e^(−r/2)/√24 and E = −1/8. Then

⟨1/r⟩ = (1/24)∫₀^∞ r³e^(−r) dr = 1/4,
⟨1/r²⟩ = (1/24)∫₀^∞ r²e^(−r) dr = 1/12.

Twice the potential term is 2(−1/32 + 1/12) = 5/48. Integrated over angles, |∇ψ|² becomes R′² + 2R²/r², where the 2 is l(l+1). The gradient term is

(1/24)∫₀^∞ r[(1 − r/2)² + 2]e^(−r) dr = (1/24)(3 − 2 + 3/2) = 5/48.

The difference is zero. The global form has no local knowledge that the state vanishes at the nucleus; the zero comes from a balance of two finite integrals.

Q: With several electrons the argument breaks. You need ∇₁²ψ, but the Schrödinger equation gives only the sum of all the Laplacians.

A: Then use the sum. The Laplacians of the other electrons contribute nothing to the left side, as long as they are separated correctly from the contact coordinate. I shall do it for a general quadratic kinetic energy, because that also covers nuclear recoil. Write

H = −½D + V,   D = Σ_jk G_jk ∇_j·∇_k,

where r_j is the position of electron j relative to the nucleus, and G is real, symmetric and positive definite. V is real and multiplicative, with at most Coulomb singularities. For a fixed nucleus G_jk = δ_jk.

Q: And where does recoil enter G?

A: Let the nucleus have mass M and position X, and let the electrons have positions x_j = r_j + X. Acting on a function of the relative positions alone, which describes an atom with zero total momentum, ∂/∂x_j becomes ∇_j and ∂/∂X becomes −Σ_j ∇_j. The kinetic energy is therefore

−½Σ_j ∇_j² − (1/2M)(Σ_j ∇_j)²,

so G_jk = δ_jk + 1/M.

Q: Now the separation you promised.

A: Let the contact vector be u = Σ_j a_j r_j, with u = |u|. For electron 1 at the nucleus, a = (1, 0, …); for electrons 1 and 2 together, a = (1, −1, 0, …). Choose the other coordinates as v_m = Σ_j b_j^(m) r_j. The chain rule is

∇_j = a_j ∇_u + Σ_m b_j^(m) ∇_(v_m).

In D, the coefficient of ∇_u² is g = aᵀGa, and that of ∇_u·∇_(v_m) is 2b^(m)ᵀGa. Require b^(m)ᵀGa = 0. This is one linear condition, so N − 1 independent vectors b^(m) satisfy it. The vector a is independent of them, because aᵀGa > 0. Hence these are valid coordinates, and

D = g∇_u² + D_v,

with D_v containing derivatives with respect to the v_m alone.

At fixed u the factor 1/u is constant, and D_v|ψ|² is a divergence in the v coordinates. Its integral over v is a surface term at infinity, which vanishes for a bound state.

Q: |ψ|² also has kinks where other particles meet. Could a divergence theorem miss something there?

A: Surround each such coalescence by a small tube. Its cross-section in the three relative coordinates is a sphere of area proportional to ε². I use the known property that Coulomb eigenfunctions are continuous with bounded gradients, so the flux through the tube vanishes as ε → 0. A kink leaves no delta function behind.

Now apply (1) to the density in u, obtained by integrating |ψ|² over v with the constant Jacobian included. The result is

∫ (1/u) D|ψ|² dτ = −4πg⟨δ(u)⟩,   (3)

where dτ is the volume element of all electrons. If ψ has spin components, they are summed over.

Q: Then repeat the product rule, and keep the cross terms.

A: Since G is symmetric, the two cross terms are equal after summation:

D|ψ|² = ψ*Dψ + ψDψ* + 2Σ_jk G_jk ∇_jψ*·∇_kψ.

The Schrödinger equation is Dψ = −2(E − V)ψ, so

D|ψ|² = −4(E − V)|ψ|² + 2Σ_jk G_jk ∇_jψ*·∇_kψ.

Insert this in (3) and divide by −2:

2πg⟨δ(u)⟩ = 2⟨(E − V)/u⟩ − Σ_jk G_jk ⟨∇_jψ|1/u|∇_kψ⟩.   (4)

This is Drachman's replacement for a general kinetic matrix. With a fixed nucleus, g = 1 for u = r₁ and g = 1 + 1 = 2 for u = r₁ − r₂, so

⟨δ(r₁)⟩ = (1/2π)[2⟨(E − V)/r₁⟩ − Σ_i ⟨∇_iψ|1/r₁|∇_iψ⟩],   (5)

⟨δ(r₁₂)⟩ = (1/4π)[2⟨(E − V)/r₁₂⟩ − Σ_i ⟨∇_iψ|1/r₁₂|∇_iψ⟩].   (6)

Q: Why does the gradient of electron 2 appear in the density of electron 1 at the nucleus?

A: E − V accounts for the kinetic energy of all the electrons together. The gradient terms of the others remove their share. For a fixed nucleus and i ≠ 1, the vanishing integral of ∇_i²|ψ|² at fixed r₁ says that

−Re∫ (1/r₁)ψ*∇_i²ψ dτ = ∫ (1/r₁)|∇_iψ|² dτ.

The left side is what electron i puts into 2⟨(E − V)/r₁⟩, and its gradient term subtracts the same amount. Dropping that term would leave a spurious positive contribution.

Q: V contains −Z/r₁, so (5) contains Z/r₁². You have replaced one singular operator by another.

A: By a milder one. The volume element r₁² dr₁ cancels 1/r₁², and the expectation value is an ordinary integral. The same holds for 1/r₁₂² in (6). This is where the Coulomb condition matters: if V behaved as 1/u², V/u would behave as 1/u³, and for a trial function that is finite and nonzero at contact the integral would diverge logarithmically.

Q: Does (5) rely on the nuclear attraction, then?

A: No. The weight 1/r₁ came from the Laplacian, not from V. Two repelling electrons in a harmonic well of frequency 1/2, with no nucleus, have the exact eigenfunction

ψ ∝ (1 + r₁₂/2) exp[−(r₁² + r₂²)/4],   E = 2.

For this state the density of electron 1 at the centre of the well is 0.04465963 a₀⁻³, both directly and from (5). The electron-electron contact density is 0.00471926 a₀⁻³, both directly and from (6). The numerical check tests these equalities, and also that the function satisfies the Schrödinger equation.

Q: So may I write δ(u) as this new operator wherever it occurs?

A: No. The right side of (4) contains E, and its derivation used the Schrödinger equation for ψ. It is an equality of expectation values in eigenstates. For two bound eigenstates a and b of the same H, the product rule gives

D(a*b) = −2(E_b − V)a*b − 2(E_a − V)a*b + 2Σ_jk G_jk ∇_j a*·∇_k b.

The left-side argument applies to a*b as it did to |ψ|². Multiplying by 1/u, integrating and dividing by −2 gives

2πg⟨a|δ(u)|b⟩ = ⟨a|(E_a + E_b − 2V)/u|b⟩ − Σ_jk G_jk ⟨∇_j a|1/u|∇_k b⟩.

Both energies appear, so the replacement changes with the pair of states. For hydrogen 1s and 2s the two sides give the same matrix element, 0.11253954 a₀⁻³.

Q: But you wanted this for approximate functions, which are not eigenstates. What have you then computed?

A: A different estimate, and the difference can be written down. Let ψ be real, normalized and regular enough for (3), and let E = ⟨H⟩. From H = −½D + V,

Dψ = −2(E − V)ψ − 2(H − E)ψ.

The second term is new. Carried through the product rule, it gives

−4πg⟨δ(u)⟩ = −4⟨(E − V)/u⟩ − 4⟨ψ|(1/u)(H − E)ψ⟩ + 2Σ_jk G_jk ⟨∇_jψ|1/u|∇_kψ⟩.

Call the value obtained from (4) ⟨δ(u)⟩_global. Dividing by −4πg, we find

⟨δ(u)⟩ = ⟨δ(u)⟩_global + (1/πg)⟨ψ|(1/u)(H − E)ψ⟩.   (7)

The global estimate omits the last term. Although ⟨H − E⟩ = 0, the weight 1/u generally prevents this residual from vanishing.

Q: Is the global estimate at least variational, with an error of second order?

A: No. Try e^(−ζr) for hydrogen. The normalized density is (ζ³/π)e^(−2ζr), so the direct estimate is ζ³/π. For the global one we need

⟨1/r⟩ = ζ,   ⟨1/r²⟩ = 2ζ²,   E = ½ζ² − ζ,

and, because |∇ψ|² = ζ²|ψ|², a gradient term ζ²·ζ = ζ³. Then

2π⟨δ(r)⟩_global = 2[(½ζ² − ζ)ζ + 2ζ²] − ζ³
= ζ³ − 2ζ² + 4ζ² − ζ³
= 2ζ².

The global estimate is ζ²/π. Near ζ = 1 the relative errors are 3(ζ − 1) for the direct value and 2(ζ − 1) for the global one. Both are linear, whereas the energy error, E + ½ = ½(ζ − 1)², is quadratic. At ζ = 1.1 the estimates are 0.4237 and 0.3852 a₀⁻³, against the exact 0.3183.

Q: A reduction from 3 to 2 is hardly worth the trouble.

A: In that family the shape is right and the scale is wrong. Here is an example with a fault at the contact point itself, where the gain is larger. Gaussians centred on the nucleus have zero slope there, so no finite sum of them has the cusp of the 1s function. With exponents in geometric progression, optimized for the energy, the contact densities in a₀⁻³ are:

2 Gaussians: direct 0.1752, global 0.2662
4 Gaussians: direct 0.2557, global 0.3083
8 Gaussians: direct 0.3014, global 0.3176

With eight Gaussians the energy is −0.499974 hartree, yet the direct density is 5.3% below the exact 1/π. The global density is 0.23% below it.

Equation (7) shows where the two part company. Close to the nucleus ∇²ψ is finite for a Gaussian sum, so nothing cancels the Coulomb pole and (H − E)ψ ≈ −ψ/r. That region contributes negatively to the residual. In all three cases the whole residual is negative too, since the direct value lies below the global one.

Q: Can you promise that the global value is always the better one?

A: No. Equation (7) gives the difference between the estimates, not an inequality between their errors. The direct value could be accurate by accident while the residual is not zero, and the global value would then be the worse of the two.

Q: Show me a correlated atom, with the arithmetic.

A: Take the nonrelativistic helium ground state with a fixed point nucleus. The basis functions are

e^(−ζ(r₁+r₂)) (r₁ + r₂)^l (r₁ − r₂)^(2m) r₁₂^n,   l + 2m + n ≤ N,

with ζ = 1.8. For N = 6 there are 50 functions and E = −2.903721 hartree. For the nucleus, the integrals are

⟨(E − V)/r₁⟩ = 10.628084 hartree/a₀,
Σ_i ⟨∇_iψ|1/r₁|∇_iψ⟩ = 9.881706 a₀⁻³.

In atomic units the two have the same dimension, and (5) gives

⟨δ(r₁)⟩_global = (21.256167 − 9.881706)/(2π) = 1.81030 a₀⁻³.

For the electron pair the corresponding integrals are 3.472425 and 5.608439, and (6) gives

⟨δ(r₁₂)⟩_global = (6.944849 − 5.608439)/(4π) = 0.10635 a₀⁻³.

The direct values are 1.80976 and 0.10679 a₀⁻³. Equation (7) accounts for the gaps. The residuals are −1.706×10⁻³ and 2.758×10⁻³ hartree/a₀; divided by π and by 2π they give −0.00054 and +0.00044 a₀⁻³, which are the direct values minus the global ones.

Q: Which of the two should I believe?

A: Look at how they move as the basis grows. From N = 4 to N = 6 the direct nuclear value changes by 0.0011 a₀⁻³ and the global one by 0.0004. For the electron pair the direct value goes from 0.10756 to 0.10679, while the global one stays at 0.10635 to five decimals. In this sequence the global values settle sooner. That is evidence for preferring them here, not an error bound. I would quote 1.810 and 0.1063 a₀⁻³. Converted before rounding, from 1.81030 and 0.10635, these are 12.22 and 0.718 Å⁻³.

There is a price. In the pair density, 6.94 and 5.61 partly cancel, leaving 1.34, so a relative error in either integral is magnified about four- or fivefold in the result. The integrals must be computed more accurately than the answer one wants.

Q: One last doubt. For a real nucleus, does recoil change more than the wavefunction?

A: Yes. Besides the wavefunction and the energy, it changes the gradient sum in both formulas, and the prefactor g for the nuclear contact. With G_jk = δ_jk + 1/M,

g = 1 + 1/M for u = r₁,
g = 2 + (1 − 1)²/M = 2 for u = r₁ − r₂.

The cross terms (1/M)∇_jψ*·∇_kψ must be kept in the gradient sum in both cases. To make the effect visible, take a model with Z = 2 and a nucleus of only 10 electron masses, so that g = 1.10 for r₁. At N = 6 the direct nuclear contact density is 1.3569 a₀⁻³ and the global one is 1.3573. Had g been left at 1, the latter would have come out 10% larger, at 1.493, far outside the disagreement due to the basis. For the electron pair, where g stays at 2, the values are 0.0797 and 0.0794 a₀⁻³.

Q: And if the Hamiltonian has a potential that is not multiplicative?

A: Then (E − V)|ψ|² is no longer what the Schrödinger equation supplies. Write H = −½D + W, with W an operator. The product rule then requires Re[ψ*(E − W)ψ], with W acting on ψ before the multiplication by 1/u. A nonlocal exchange operator is such a case. A vector potential is another: the terms it adds to the Hamiltonian, including those with first derivatives, belong to W.

Numbers as computed

```
HYDROGEN, contact density in a0^-3: direct, global
  n=1,1 l=0: 0.31830989 0.31830989
  n=2,2 l=0: 0.03978874 0.03978874
  n=2,2 l=1: 0.00000000 0.00000000
  n=1,2 l=0: 0.11253954 0.11253954
Trial exp(-zeta r): direct = zeta**3/pi ; global = zeta**2/pi
  at zeta=1.1: direct 0.423670, global 0.385155 a0^-3
Gaussian hydrogen; exact contact density 0.31830989 a0^-3
  count, E/hartree, direct/a0^-3, global/a0^-3
  2 -0.48581272 0.17522269 0.26617155
  4 -0.49875190 0.25574054 0.30830187
  8 -0.49997429 0.30142767 0.31758355
HARMONIC WELL: frequency 0.5, E 2.0 hartree
  delta(r1): direct 0.04465963, global 0.04465963 a0^-3
  delta(r12): direct 0.00471926, global 0.00471926 a0^-3
HELIUM, fixed nucleus: Z=2, zeta=1.8 a0^-1
  N, basis size, E/hartree
     r1: direct, global; r12: direct, global (a0^-3)
  1, 3, -2.89122020
     1.6469373 1.7400856; 0.1222591 0.1132377
  2, 7, -2.90342317
     1.8077920 1.8092159; 0.1114335 0.1061631
  4, 22, -2.90370110
     1.8086381 1.8099392; 0.1075631 0.1063512
  6, 50, -2.90372121
     1.8097586 1.8103017; 0.1067872 0.1063482
Contributions for the largest helium basis:
  <1/r1> = 1.68830927 a0^-1
  <(E-V)/r1> = 10.62808361 hartree/a0
  gradient sum with 1/r1 = 9.88170598 a0^-3
  <(1/r1)(H-E)> = -1.706e-03 hartree/a0
  global delta(r1) = 12.216522 angstrom^-3
  <1/r12> = 0.94581897 a0^-1
  <(E-V)/r12> = 3.47242453 hartree/a0
  gradient sum with 1/r12 = 5.60843860 a0^-3
  <(1/r12)(H-E)> = 2.758e-03 hartree/a0
  global delta(r12) = 0.717673 angstrom^-3
LIGHT-NUCLEUS MODEL: Z=2, M=10 electron masses
  E = -2.63007142 hartree; g(r1) = 1.10
  delta(r1): direct 1.3569183, global 1.3572911 a0^-3
  delta(r12): direct 0.0797035, global 0.0794422 a0^-3
```
